# Biaxial strain splitting of silicon valleys from Herring-Vogt deformation potentials, part 2

A calculation of the electron states in a strained silicon channel needs a band edge for each conduction valley. On a (001) film the six valleys form two groups: the out-of-plane pair $\Delta_2$, along $\pm z$, and the in-plane four $\Delta_4$, along $\pm x$ and $\pm y$. The quantity sought is

$$
\delta=E(\Delta_2)-E(\Delta_4),
$$

which is negative when the out-of-plane pair is lower.

The cubic axes are $x,y,z$, with $z$ normal to the film. The symmetric strain matrix $\epsilon$ has components $\epsilon_{ij}$. Its diagonal elements are relative changes of length, positive for extension, and its off-diagonal elements are tensor shear strains, each half the engineering shear. The separate symbol $\varepsilon$ is the in-plane strain, positive for tension. The elastic constants are $C_{11}$, $C_{12}$ and $C_{44}$.

For a valley with unit axis $\mathbf n$, crystal symmetry gives the first-order energy shift in the Herring-Vogt form

$$
\Delta E_{\mathbf n}
=\Xi_d\,\mathrm{Tr}\,\epsilon
+\Xi_u\,\mathbf n\cdot\epsilon\mathbf n .
$$

The deformation potentials $\Xi_d$ and $\Xi_u$ are energies. The value of $\Xi_d$ depends on the chosen energy reference; that of the uniaxial constant $\Xi_u$ does not.

Three further results are used in a numerical test of this law. First, the shift at fixed undeformed wavevector is an expectation value in the unstrained valley state,

$$
\delta E=c^\dagger\,\delta H\,c ,
$$

where $c$ is the normalized column of plane-wave coefficients and $\delta H$ is the first-order change of the Hamiltonian. Second, strain also moves the valley minimum, but the energy gained by that motion is quadratic in strain. Third, in a local-pseudopotential model the potential between two plane waves contains a form factor $v(g^2)$, where $\mathbf g$ is the difference of their reciprocal lattice vectors. Strain changes $g^2$, so $\delta H$ contains the slope $v'(g^2)$ as well as the value of the form factor.

### The normal strain of the film

Let a substrate impose equal strain along the two in-plane cubic axes, with no in-plane shear:

$$
\epsilon_{xx}=\epsilon_{yy}=\varepsilon,
\qquad \epsilon_{xy}=0 .
$$

The film can change its thickness because its upper surface is free. For a cubic crystal the elastic energy per volume is

$$
\begin{aligned}
U={}&\frac{C_{11}}2
(\epsilon_{xx}^2+\epsilon_{yy}^2+\epsilon_{zz}^2)\\
&+C_{12}(\epsilon_{xx}\epsilon_{yy}
+\epsilon_{yy}\epsilon_{zz}
+\epsilon_{zz}\epsilon_{xx})\\
&+2C_{44}(\epsilon_{xy}^2+\epsilon_{yz}^2+\epsilon_{zx}^2).
\end{aligned}
$$

The factor two before $C_{44}$ belongs to tensor shear strains. Since $C_{44}>0$ in a stable crystal, the free shears $\epsilon_{yz}$ and $\epsilon_{zx}$ vanish at the energy minimum. With the imposed strains inserted, the rest is

$$
U=C_{11}\varepsilon^2+\frac{C_{11}}2\epsilon_{zz}^2
+C_{12}\varepsilon^2+2C_{12}\varepsilon\epsilon_{zz}.
$$

The normal stress is the derivative of this energy with respect to $\epsilon_{zz}$. A free surface carries no normal stress, so

$$
\sigma_{zz}=C_{11}\epsilon_{zz}+2C_{12}\varepsilon=0,
$$

which gives

$$
\epsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon .
$$

The factor two appears because both in-plane strains act on the normal direction. For positive $C_{12}$, in-plane tension makes the film thinner. A test minimized the elastic energy numerically with the out-of-plane shears free, and recovered both this normal strain and zero shear.

### Why a biaxial strain calls for a uniaxial constant

The film strain can be separated into two parts:

$$
\epsilon=\varepsilon\,I
+(\epsilon_{zz}-\varepsilon)\,\hat{\mathbf z}\hat{\mathbf z}^T .
$$

Here $I$ is the unit matrix. The first part stretches all directions equally and cannot distinguish the valleys. The second is a uniaxial strain along the film normal. Its magnitude is the difference between normal and in-plane strain, not the in-plane strain alone. This is why the constant for uniaxial strain determines the splitting of a biaxially strained film.

### The splitting

For an out-of-plane valley $\mathbf n=\hat{\mathbf z}$, so $\mathbf n\cdot\epsilon\mathbf n=\epsilon_{zz}$. For an in-plane valley it is $\varepsilon$. Their shifts are

$$
\Delta E(\Delta_2)=\Xi_d\,\mathrm{Tr}\,\epsilon+\Xi_u\epsilon_{zz},
$$

$$
\Delta E(\Delta_4)=\Xi_d\,\mathrm{Tr}\,\epsilon+\Xi_u\varepsilon .
$$

The two groups have the same energy before strain. Subtracting the second line from the first removes $\Xi_d$:

$$
\begin{aligned}
\delta
&=\Xi_u(\epsilon_{zz}-\varepsilon)\\
&=\Xi_u\left(-\frac{2C_{12}}{C_{11}}\varepsilon-\varepsilon\right)\\
&=-\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .
\end{aligned}
$$

Elastic stability fixes the sign of the bracket. Under equal strain $e$ in all three directions, the energy is

$$
U=\frac32(C_{11}+2C_{12})e^2 .
$$

It must be positive, and $C_{11}$ must also be positive. Dividing $C_{11}+2C_{12}>0$ by $C_{11}$ shows that the bracket is positive. With $\Xi_u>0$, as for the silicon valleys, tension lowers $\Delta_2$ relative to $\Delta_4$ and compression raises it.

### Placing the two edges

Some calculations specify the mean valley energy and then add the splitting. The mean counts two out-of-plane and four in-plane valleys:

$$
\overline{\Delta E}
=\frac{2\Delta E(\Delta_2)+4\Delta E(\Delta_4)}6 .
$$

The deformation-potential formula gives

$$
\begin{aligned}
\overline{\Delta E}
&=\Xi_d\,\mathrm{Tr}\,\epsilon
+\frac{\Xi_u}{6}(2\epsilon_{zz}+4\varepsilon)\\
&=\left(\Xi_d+\frac{\Xi_u}{3}\right)\mathrm{Tr}\,\epsilon,
\end{aligned}
$$

because $\mathrm{Tr}\,\epsilon=2\varepsilon+\epsilon_{zz}$. To find the shifts from the mean, use $E(\Delta_2)=E(\Delta_4)+\delta$. The mean then lies $\delta/3$ above $E(\Delta_4)$, with signs included. Therefore

$$
E(\Delta_2)-\overline E=\frac{2\delta}{3},
\qquad
E(\Delta_4)-\overline E=-\frac{\delta}{3}.
$$

These offsets are to be added to the mean edge. If the reference is instead the $\Delta_4$ edge, the $\Delta_2$ offset is the whole $\delta$. Mixing the two choices would count part of the strain shift twice or leave part of it out.

### Limits and another orientation

If the thickness is clamped, $\epsilon_{zz}=0$ and $\delta=-\Xi_u\varepsilon$. If the volume is held fixed to first order, $\epsilon_{zz}=-2\varepsilon$ and $\delta=-3\Xi_u\varepsilon$. If all three strains are equal, $\delta=0$. These cases follow from $\delta=\Xi_u(\epsilon_{zz}-\varepsilon)$ before the free-surface condition is inserted.

A laterally uniform layer with a free top transmits no normal stress, whatever its own in-plane stress, because force balance keeps $\sigma_{zz}=0$ through the whole stack. A patterned stack or an external load can impose a normal stress $\sigma$. The condition then becomes $C_{11}\epsilon_{zz}+2C_{12}\varepsilon=\sigma$, and the splitting is

$$
\delta=\Xi_u\left[\frac{\sigma}{C_{11}}
-\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon\right].
$$

The normal stress from a gate stack can be neglected if $|\sigma|/C_{11}$ is small compared with the second term in magnitude. A stack can also change the in-plane strain, so $\varepsilon$ must be the value with the stack in place.

Orientation matters as well. On a (111) film, let the in-plane strain be $\varepsilon$ and the normal strain $\epsilon_\perp$. With $\mathbf m=(1,1,1)/\sqrt3$ as the normal,

$$
\epsilon=\varepsilon I+(\epsilon_\perp-\varepsilon)\mathbf m\mathbf m^T .
$$

Each cubic valley axis has $(\mathbf n\cdot\mathbf m)^2=1/3$. Every valley therefore sees the same strain along its axis,

$$
\mathbf n\cdot\epsilon\mathbf n
=\varepsilon+\frac{\epsilon_\perp-\varepsilon}{3},
$$

and equal biaxial strain on (111) does not split the six valleys. The (001) result must not be carried over to another surface by replacing the elastic factor alone.

### A worked example

Take round inputs of silicon's size: $\Xi_u=9.0$ eV, $C_{11}=165$ GPa and $C_{12}=65$ GPa. Let the in-plane tension be $\varepsilon=1.00\%$. The elastic ratio is

$$
\frac{2C_{12}}{C_{11}}
=\frac{2\times65}{165}=0.788,
$$

so the normal strain is $\epsilon_{zz}=-0.788\%$. The difference between normal and in-plane strain is $-1.788\%$, and

$$
\delta=9.0\ \mathrm{eV}\times(-0.01788)
=-0.161\ \mathrm{eV}=-161\ \mathrm{meV}.
$$

The out-of-plane valleys are lower. Relative to the valley mean, they move by $2\delta/3=-107$ meV, while the in-plane valleys move by $-\delta/3=+54$ meV. Under 1% compression the splitting becomes $+161$ meV in the linear theory.

At 300 K the thermal energy is 25.9 meV, so the splitting is about 6.2 times as large. Using the clamped-film expression for this free film would give only 90 meV in magnitude. The missing 71 meV comes from the contraction along the normal.

### A band-structure test of the linear law

The derivation was tested on a local-pseudopotential crystal with the diamond structure and a lattice constant of 5.43 Å. Its form factors are $-0.21$, $0.04$ and $0.08$ Ry at squared reciprocal lengths 3, 8 and 11, in units of $(2\pi/a)^2$, where $a$ is the lattice constant. The form factor is a quadratic polynomial in $x=g^2$, in these units, multiplied by $\exp[-(x/13)^8]$ and fixed so that the product passes through the three values. It supplies the slopes needed under strain. The slopes are not determined by the three values, and another smooth join changes $\Xi_u$ by a few tenths of an eV. The calculation uses 169 plane waves and omits spin-orbit coupling, nonlocal potentials and any self-consistent change of the form factor. It tests the derivation, not the accuracy of a silicon parameter.

The unstrained minimum lies at $0.854(2\pi/a)$ from the zone centre. Expectation values in that one state give $\Xi_u=10.34$ eV and $\Xi_d=-10.70$ eV, the latter with the mean potential set to zero. With the elastic ratio above, a unit in-plane strain has trace 1.212. The predicted edge slopes are

$$
\begin{aligned}
\frac{dE(\Delta_2)}{d\varepsilon}
&=-10.70\times1.212+10.34\times(-0.788)\\
&=-21.1\ \mathrm{eV},\\
\frac{dE(\Delta_4)}{d\varepsilon}
&=-10.70\times1.212+10.34\\
&=-2.6\ \mathrm{eV}.
\end{aligned}
$$

For comparison, the strained crystals were diagonalized and their minima located again. The resulting slopes agree with the predictions to the printed thousandth of an eV per unit strain. Both edges fall under tension on this energy scale, although the in-plane edge rises relative to the valley mean. The absolute motion and the splitting answer different questions.

The energy gained by letting the $\Delta_2$ minimum move was 30.5 μeV at 0.4% strain and 7.6 μeV at 0.2%. Their ratio is 4.03, close to the factor four expected for a quadratic effect.

At 1% tension the direct splitting is $-185.5$ meV, against $-184.9$ meV from the linear law. At 1% compression it is $184.1$ meV, against $184.9$ meV. The differences are below 0.5% of the linear value. Averaging the two signed direct splittings removes every term odd in strain and leaves $-0.7$ meV. Most of the small departure is therefore even in strain, as a second-order term would be. This size belongs to the model and is not an error estimate for real silicon.

### Using the result in a channel

The derived $\delta$ is a bulk band-edge offset. Confinement adds a further splitting, because the two valley groups have different masses along the film normal. A hard-wall well of width $w$ shows how the effects combine. For parabolic valleys its ground energy is

$$
E_1=\frac{\hbar^2\pi^2}{2m_zw^2},
$$

where $m_z$ is the mass along $z$. The $\Delta_2$ valleys have the longitudinal mass $m_l$ in this direction, and the $\Delta_4$ valleys have the transverse mass $m_t$. The difference between their lowest subbands is then

$$
\delta_{\mathrm{sub}}
=\delta+\frac{\hbar^2\pi^2}{2w^2}
\left(\frac1{m_l}-\frac1{m_t}\right).
$$

The parabolic form suits wells of several nanometres. At 2 to 3 nm the nonparabolicity of the band reduces the magnitude of the confinement term by roughly five to ten percent. Silicon has $m_l>m_t$, so the confinement term is negative. Tension adds to it, while compression opposes it. A subband solver that already includes the valley masses should receive the bulk $\delta$ alone; adding the confinement term by hand would count it twice.

The strain entered must be the strain present in the film. If defects have relaxed part of the lattice mismatch, the original mismatch is too large an input. If strain varies through the film, a single $\delta$ is no longer enough. When the variation is slow on the scale of a unit cell, $\Xi_u(\epsilon_{zz}-\varepsilon)$ gives the local splitting. The valley mean then also varies with position, through $(\Xi_d+\Xi_u/3)\mathrm{Tr}\,\epsilon$, so a subband solver needs both edges as functions of position, measured from one common energy reference. Using the free-surface value of $\epsilon_{zz}$ also requires any variation along the film to be slow on the scale of its thickness. Unequal in-plane strains require the general Herring-Vogt expression. The $x$ and $y$ valleys then separate if $\epsilon_{xx}\ne\epsilon_{yy}$. If the unequal principal strains lie along the in-plane diagonals, $\epsilon_{xx}=\epsilon_{yy}$ and these valleys stay together; the shear $\epsilon_{xy}$ does not shift any valley edge at first order. It cannot be dropped for that reason. It couples the lowest conduction band of the $z$ valleys to the next band, only about 0.5 eV higher, and lowers $\Delta_2$ relative to $\Delta_4$ at second order, by about 10 meV at $\epsilon_{xy}=0.5\%$ and by tens of meV at 1%. It also makes the transverse masses of $\Delta_2$ along $[110]$ and $[1\bar10]$ unequal at first order. The Herring-Vogt form contains neither effect.

## Computed results

```
WORKED EXAMPLE
Uniaxial deformation potential Xi_u: 9.0 eV
Elastic constant C11: 165 GPa
Elastic constant C12: 65 GPa
In-plane strain: 1.00 %
Ratio 2 C12/C11: 0.7879
Normal strain: -0.7879 %
Trace of strain: 1.2121 %
Splitting E(D2)-E(D4), tension: -160.9 meV
Splitting E(D2)-E(D4), compression: 160.9 meV
D2 shift from valley mean, tension: -107.3 meV
D4 shift from valley mean, tension: 53.6 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Magnitude of splitting / kT: 6.22
PSEUDOPOTENTIAL MODEL TEST
Lattice constant: 5.43 angstrom
Form factor at squared G = 3 (2pi/a)^2: -0.21 Ry
Form factor at squared G = 8 (2pi/a)^2: 0.04 Ry
Form factor at squared G = 11 (2pi/a)^2: 0.08 Ry
Number of plane waves: 169
Valley position: 0.8536 (2pi/a)
Model Xi_d, zero mean potential: -10.699 eV
Model Xi_u: 10.343 eV
D2 edge slope, direct: -21.118 eV per unit strain
D2 edge slope, predicted: -21.118 eV per unit strain
D4 edge slope, direct: -2.625 eV per unit strain
D4 edge slope, predicted: -2.625 eV per unit strain
Splitting slope, direct: -18.492 eV per unit strain
Splitting slope, predicted: -18.492 eV per unit strain
Valley-motion energy gain at 0.4 % strain: 30.512 micro-eV
Valley-motion energy gain at 0.2 % strain: 7.567 micro-eV
Ratio of these gains: 4.032
Model splitting at +1.0 %, direct: -185.51 meV
Model splitting at +1.0 %, linear: -184.92 meV
Model splitting at -1.0 %, direct: 184.09 meV
Model splitting at -1.0 %, linear: 184.92 meV
```
